# Event Counts for Vacancy-Mediated Dopant Motion: Leading Order and First Correction

## The number to be explained

In a model anneal of 2 s at 1300 K, a thousand dopants each move 5.0 nm in root mean square. Simulating every vacancy jump behind this motion takes $4.1\times10^9$ events. Each dopant changes places with a vacancy about $1.4$ million times, yet its mean square displacement is that of only about 457 uncorrelated steps of one bond length.

A hop rate multiplied by the anneal time does not give this count. One free vacancy present throughout the anneal would make $2.25\times10^{12}$ hops. We need the mean vacancy population, and then the relation between vacancy jumps and dopant displacement.

## Model and event rate

The crystal is a diamond lattice with $N$ sites, bond length $\lambda$ and $N_A$ dopants, so the dopant fraction is $c=N_A/N$. The dopants are isolated: no neighbour site of one dopant is also a neighbour site of another, or bonded to one. Vacancies are dilute and in equilibrium, with probability $x$ on a site far from dopants. An event is one executed vacancy jump; creation and annihilation of vacancies are not counted.

A free vacancy jumps to each of its four neighbours at rate $w$. Next to a dopant its energy is lower by $E_b$; write $b=E_b/k_BT$. It enters such a site at rate $w$, leaves it for each host neighbour at rate $we^{-b}$, and exchanges with the dopant at rate $\kappa w$. Detailed balance between a bound site of occupation $p_b$ and a free site reads

$$p_b\,we^{-b}=xw\quad\Rightarrow\quad p_b=xe^b .$$

Each dopant has four neighbour sites. From each of these, one bond leads to the dopant and three lead to host sites. Excluding dopants and their neighbours leaves $N-5N_A$ sites, each with total escape rate $4w$. The event rate is therefore

$$\begin{aligned}
\dot N_{\rm ev}&=4xw(N-5N_A)+4N_A\,xe^b(\kappa w+3we^{-b})\\
&=4xw\left[N-5N_A+3N_A+N_A\kappa e^b\right]\\
&=4xw\left[N-2N_A+N_A\kappa e^b\right].
\end{aligned}$$

The last term counts exchanges of bound pairs. We call it flicker, because with strong binding most of these exchanges are undone.

## How much displacement survives

In time $t$ each dopant makes on average

$$n_x=4(xe^b)(\kappa w)t$$

exchanges. Let $\boldsymbol\xi_m$ be the displacement in exchange $m$. Then

$$R^2=\Big\langle\sum_m\xi_m^2+2\sum_m\boldsymbol\xi_m\cdot\sum_{n>m}\boldsymbol\xi_n\Big\rangle .$$

The first sum gives $n_x\lambda^2$. The second requires the expected future displacement after an exchange. A later, independent vacancy has no memory of $\boldsymbol\xi_m$, so only the vacancy that made the exchange contributes. We take $t$ long enough to contain many vacancy visits.

Let $\mathbf d_k$, $k=1,\dots,4$, be the bond vectors from one sublattice; they satisfy $\sum_k\mathbf d_k=0$. From the other sublattice all bonds are reversed. Set $\sigma=+1$ or $-1$ according to the dopant's sublattice, and let $\mathbf r$ be $\sigma$ times the vector from dopant to vacancy. An exchange at $\mathbf r=\mathbf d$ displaces the dopant by $\sigma\mathbf d$. The vacancy is then at $-\sigma\mathbf d$ from the dopant, but $\sigma$ has also changed sign, so $\mathbf r=\mathbf d$ again.

By this symmetry the expected future displacement has the form $\sigma\mathbf h(\mathbf r)$. Averaging over the next jump from $\mathbf d$, with a common factor $w$ removed, gives

$$(\kappa+3e^{-b})\mathbf h_d=\kappa(\mathbf d-\mathbf h_d)+e^{-b}\sum_{j=1}^{3}\mathbf h_j ,$$

where $j$ runs over the three host neighbours. Rearranged,

$$2\kappa\mathbf h_d+e^{-b}\sum_{j=1}^{3}(\mathbf h_d-\mathbf h_j)=\kappa\mathbf d. \tag{1}$$

At every other vacancy site all four rates are $w$, so $\mathbf h$ is the average of its four neighbouring values. It vanishes far away.

To evaluate the sum in (1), use the lattice Green function, defined by $\sum_j(G_i-G_j)=\delta_{i0}$ over four neighbours and vanishing at infinity. Let $G_0,G_1,G_2$ be its values at the source and on the first and second shells. Symmetry makes each shell uniform. The defining equation at the source and at a first neighbour gives

$$4G_0-4G_1=1,\qquad 4G_1-G_0-3G_2=0.$$

Substituting $4G_1=4G_0-1$ into the second equation yields $3G_0-3G_2=1$, hence $G_0-G_2=1/3$.

Now put sources on the four neighbour sites:

$$\mathbf h(\mathbf r)=q\sum_k\mathbf d_kG(\mathbf r-\mathbf d_k).$$

This has the averaging property away from those sites. At the dopant's own position it equals $qG_1\sum_k\mathbf d_k=0$. Two different neighbours of the dopant are second neighbours of each other, and $\sum_{k\ne i}\mathbf d_k=-\mathbf d_i$, so

$$\mathbf h(\mathbf d_i)=q\mathbf d_i(G_0-G_2)=\tfrac13q\mathbf d_i .$$

The sum of differences over all four neighbours of $\mathbf d_i$ is the source strength, $q\mathbf d_i=3\mathbf h_d$. The bond to the dopant's position contributes $\mathbf h_d-0$. The three host bonds therefore contribute $2\mathbf h_d$, and (1) becomes

$$2(\kappa+e^{-b})\mathbf h_d=\kappa\mathbf d
\quad\Rightarrow\quad
\mathbf h_d=\frac{\kappa}{2(\kappa+e^{-b})}\mathbf d .$$

After a displacement $\sigma\mathbf d$ the sign is $-\sigma$, so the expected future displacement is $-\sigma\mathbf h_d$. The cross term is negative:

$$\begin{aligned}
R^2&=n_x\left(\lambda^2-2\,\mathbf d\cdot\mathbf h_d\right)\\
&=n_x\lambda^2\left(1-\frac{\kappa}{\kappa+e^{-b}}\right)
=\frac{n_x\lambda^2}{1+\kappa e^b}.
\end{aligned}$$

Inserting $n_x=4xw\kappa e^bt$,

$$R^2=4xwt\lambda^2\phi,\qquad
\phi=\frac{\kappa e^b}{1+\kappa e^b}=\frac{\kappa}{\kappa+e^{-b}}. \tag{2}$$

Strong binding, $\kappa e^b\gg1$, raises the number of exchanges but makes nearly all of them cancel. Within this model $\phi<1$, whereas an unbound tracer with $\kappa=1$ has $\phi=1/2$. Strong nearest-neighbour binding thus gains less than a factor of two in mobility over that tracer.

## Leading order and first correction

Equation (2) gives $4xwt=R^2/(\lambda^2\phi)$. Multiplying the event rate by $t$ and substituting,

$$N_{\rm ev}=\frac{R^2}{\lambda^2}\,\frac{N}{\phi}\left[1+c(\kappa e^b-2)\right]. \tag{3}$$

For $c\to0$ at fixed $b$ and $\kappa$, the leading term is $N_{\rm ev}\simeq(N/\phi)(R/\lambda)^2$. When $\kappa e^b\gg1$, $\phi$ tends to one and the estimate becomes one event per lattice site for each squared bond length of dopant displacement. The vacancy must wander through the whole host to serve a few dopants.

The first correction is then dominated by flicker, with relative size

$$y=c\kappa e^b .$$

The term $-2c$ in (3) is correct for the event rate, but it is not the complete remainder of order $c$ in the ratio, because the mobility also changes with dopant fraction. Tracers show this. For $b=0$ and $\kappa=1$, labelling more atoms at random cannot change the events per squared displacement, yet (3) carries a factor $1-c$. It is cancelled because a neighbour site of a tracer holds another tracer with probability $c$, which lowers the mobility at fixed $x$ by the same factor. A separate correction comes from the finite size of the cell. In a periodic cell with one dopant and one vacancy the Green function needs a uniform background $-1/N$, so

$$4(G_0-G_1)=1-\frac1N,\qquad 4G_1-G_0-3G_2=-\frac1N .$$

Adding these gives $3(G_0-G_2)=1-2/N$. The backgrounds of the four sources cancel because $\sum_k\mathbf d_k=0$. The host-bond factor 2 is replaced by

$$s=\frac{3}{1-2/N}-1=\frac{2N+2}{N-2}\simeq2\left(1+\frac3N\right),$$

and repeating the solution of (1) gives $\phi_N=s\kappa/(2\kappa+se^{-b})$. Differentiating its logarithm at $s=2$,

$$\frac{\delta\phi}{\phi}=\frac{\delta s}{s}\,\frac{2\kappa}{2\kappa+2e^{-b}}=\frac{3\phi}{N}.$$

This shift scales with $1/N$, the inverse cell size, and not with the dopant fraction; it does not give the coefficient of $c$ for many dopants. For many mobile, isolated dopants I expect a mobility correction of order $c$ without the large factor $e^b$, but its coefficient is not derived here. Equation (3) is therefore useful even when $y$ is not small, provided $c\ll1$ and the dopants are isolated.

In the opposite limit, $\kappa e^b\ll1$, $\phi\simeq\kappa e^b$ and the leading count is $N(R/\lambda)^2/(\kappa e^b)$. It is large because vacancies seldom exchange with the dopant.

## Reading the example

The cube edge is 0.54 nm, $\lambda=0.2338$ nm, and the box holds $N=5.832\times10^6$ sites and $N_A=1000$ dopants. These are round model parameters. At 1300 K, $4w=1.1255\times10^{12}\ \mathrm{s^{-1}}$ and $x=2.033\times10^{-10}$. With $\phi=0.9997$,

$$\frac{R^2}{\lambda^2}=(1.1255\times10^{12})(2)(2.033\times10^{-10})(0.9997)\simeq457.5,$$

so $R=0.2338\sqrt{457.5}=5.00$ nm, or 2.89 nm along one axis.

The leading term is $5.832\times10^6\times457.5=2.67\times10^9$ events. For the correction, $\kappa=0.4096$ and $e^b=7529$ give

$$y=\frac{1000\times0.4096\times7529}{5.832\times10^6}=0.53 .$$

Hence $N_{\rm ev}\simeq2.67\times10^9\times1.53\simeq4.1\times10^9$. At an assumed one microsecond per event this takes 1.1 h.

With isolated dopants, the box contains on average only 0.0073 vacancies, free and bound together. Keeping one vacancy in it permanently and rescaling time would shorten the simulated time, but it would not reduce the events per squared dopant displacement, since $x$ has cancelled from (3).

Temperature enters (3) through $\kappa e^b$. The exchange barrier exceeds the host barrier by 0.1 eV and $E_b=1.0$ eV, so $y=c\exp(0.9\ \mathrm{eV}/k_BT)$. Flicker equals host wandering when

$$k_BT=\frac{0.9\ \mathrm{eV}}{\ln5832}=0.104\ \mathrm{eV},$$

which is about 1200 K. For the same $R$, the count is $3.2\times10^9$ at 1500 K, near the leading term, and $8.7\times10^9$ at 1100 K, where flicker dominates. The required anneal time changes far more, from 0.063 s to 221 s.

## Where the estimate fails

Isolation is a condition of the derivation. The example assumes it throughout, although 5 nm is also about the mean dopant spacing, so some dopants would meet during the anneal. If a neighbour site of one dopant is bonded to a neighbour site of another, the vacancy passes between these equally bound sites at rate $w$, and each such bond adds about $e^b/2$ to the bracket in the event rate. Now suppose two dopants share a neighbour site, their binding energies to the vacancy add, and the dopants do not interact with each other. A vacancy on the shared site has weight $e^{2b}$. After an exchange with one dopant it touches only that dopant, because two neighbours of one site are not neighbours of each other; its weight is then $e^b$. If the downhill return has rate $\kappa w$, detailed balance fixes the uphill exchange at $\kappa we^{-b}$. The two exchange paths from the shared site therefore add $2\kappa e^{2b}e^{-b}/4=\kappa e^b/2$ to the bracket $N-2N_A+N_A\kappa e^b$, the same as two separate neighbour sites. The shared site adds no term of order $e^{2b}$ to the count, but (2) no longer describes the motion of these two dopants. Random placement would give roughly $12N_A^2/(2N)\simeq1$ pair of second-neighbour dopants in this box. The shared site of one such pair would hold $xe^{2b}\simeq0.012$ vacancies on average, more than the rest of the box.

The range of binding matters as well. With an additional 0.5 eV binding on the second and third shells, numerical solution of the corresponding linear equations gives $\phi\simeq68$. If the dopants are still treated as isolated, in the same 2 s they move 41 nm at a cost of $4.8\times10^9$ events; reaching 5.0 nm takes only $7.0\times10^7$. A plausible reason is that the vacancy can now pass around a six-membered ring to another side of the dopant without first losing all its binding. The estimate of $4.1\times10^9$ events for 5 nm of motion thus applies to this box with binding on nearest-neighbour sites only; it is not a general law.

Direct stochastic simulations of a 64-site cell, with weaker binding than in the example, test the mobility and event count together. The predictions use the mobility of that finite cell, not the infinite-lattice result (2). The simulations give $(R/\lambda)^2=46.4$ against a predicted 46.7 for nearest-neighbour binding, and 78.7 against 78.3 for longer-ranged binding, with a statistical error of about one percent. The remaining values are in the numerical output below.

## Computed values

```
Green function G0-G2, 216 sites: 0.330247
phi solved, b=0, kappa=1.0, 1728 sites: 0.50043; infinite lattice: 0.50000
phi solved, b=2, kappa=0.3, 1728 sites: 0.68995; infinite lattice: 0.68912
phi solved, b=6, kappa=2.0, 1728 sites: 1.00050; infinite lattice: 0.99876
Monte Carlo: 6000 walkers, 5000 events each, 64 sites
(R/bond)^2, b shell 1=1, shells 2-3=0, kappa=0.5: simulated 46.39, predicted 46.71
(R/bond)^2, b shell 1=2, shells 2-3=1, kappa=0.5: simulated 78.74, predicted 78.27
Cube edge: 0.54 nm; bond length: 0.2338 nm
Box side: 48.6 nm; sites: 5832000
Dopants: 1000; concentration: 8.711e+24 m^-3
Temperature: 1300 K; kT: 0.11203 eV
Anneal time: 2.0 s; attempt frequency: 1.0e+13 s^-1
Barriers: host 0.4 eV, exchange 0.5 eV
Vacancy formation: 2.5 eV; binding: 1.0 eV
Host rate per direction w: 2.8138e+11 s^-1
Total hop rate of a free vacancy 4w: 1.1255e+12 s^-1
Hops of one permanent free vacancy: 2.251e+12
Free vacancy probability per site x: 2.0329e-10
Mean vacancies in box, free and bound: 7.307e-03
b: 8.9266; exp(b): 7529.3; kappa: 0.4096
Mobility factor phi: 0.999676
Correlation factor f: 3.2418e-04
Exchanges per dopant: 1.411e+06
(R/bond)^2: 457.5; R: 5.00 nm
Displacement along one axis, rms: 2.89 nm
Dopant diffusivity: 2.084e-18 m^2/s
Host-term events: 2.668e+09; flicker events: 1.411e+09
Total events: 4.079e+09
Computing time at 1 microsecond per event: 1.13 h
Same R at 1100 K: time 2.213e+02 s, events 8.747e+09
Same R at 1500 K: time 6.343e-02 s, events 3.153e+09
Binding on shells 2 and 3: 0.5 eV
phi, longer-ranged binding: 68.3 (4096 sites), 68.3 (smaller cell)
Longer-ranged, same time: R 41.3 nm, events 4.79e+09
Longer-ranged, same R: events 7.01e+07
```
